Converting one-vacancy Monte Carlo time into physical ordering time

**Definitions and conventions**

The alloy has equal numbers of A and B atoms on a body-centred cubic lattice with cubic lattice constant a. A site i carries s_i = +1 for A, −1 for B and 0 for a vacancy. Each pair of neighbouring atoms has energy

ε0 + J s s′, with ε0 < 0 and J > 0,

so unlike neighbours are favoured. Each site has eight neighbours, and h_i is the sum of their spins. With k the Boltzmann constant, β = 1/kT and K = βJ. The bond order η is minus the mean of s s′ over bonds between atoms. It is zero in a random alloy and one in perfect order. A fraction (1 + η)/2 of the bonds joins unlike atoms.

An atom next to a vacancy exchanges with it at the rate Γ when the exchange leaves the energy unchanged. Vacancy fractions c are numbers of vacancies per lattice site. A simulation box has N sites, periodic boundaries and one vacancy unless stated otherwise. Its own clock reads t_K, and physical time is t. Energies are in eV, lengths in nm or μm, and times in seconds.

**The jump rule**

Let the atom at j move into a vacancy at i. Before the jump its ordering energy is J s_j h_j, where the vacancy contributes zero to h_j. After the jump it sits at i, and its own old site, which was counted in h_i, is empty. Its energy is then J s_j (h_i − s_j), so

ΔE = J s_j (h_i − s_j − h_j).

The ε0 terms cancel, because a lone vacancy leaves the atom seven atomic neighbours both before and after. The rate is taken as

w = Γ exp(−ΔE/2kT), Γ = ν exp(−E_m/kT),

with attempt frequency ν and migration energy E_m. The reverse jump has −ΔE, so the ratio of the two rates is exp(−ΔE/kT), which is detailed balance. Placing half of ΔE in the barrier is a model choice. Another choice with the same ratio would keep the equilibrium and change the kinetics.

At each step one jump is chosen with probability proportional to its rate, and t_K advances by the mean residence time 1/W, where W is the sum of the available rates. This was tested in a box of 16 sites, where every site neighbours the whole opposite sublattice and the equilibrium sum can be counted. The mean ordering energy divided by kT was −7.942 in the simulation and −7.950 by counting.

**What goes wrong with the raw clock**

The naive scheme reads t_K as the annealing time. Take a random alloy at 800 K with J = 13.5 meV, so that K = 0.196, and ask when η reaches 0.25. The raw answers are

N = 686: Γt_K = 173
N = 2000: Γt_K = 500
N = 3456: Γt_K = 906.

Temperature, composition and jump rule are the same in all three, yet the time grows almost in proportion to the box. A fit over these sizes gives t_K ∝ N^1.02. A time that depends on how much material was simulated is not a property of the alloy. One vacancy has to serve every site, so in a larger box each site waits longer.

The absolute size is wrong too. For the parameters used below, the largest box reaches the goal after 42 μs on its own clock. Its vacancy fraction is 1/3456 = 2.9 × 10⁻⁴, whereas the crystal will be found to hold about 10⁻¹⁰.

**The variable that replaces time**

Let n vacancies move in N sites, and let X be an ordering quantity per site, X = (1/N) Σ x_i. Well-separated vacancies act independently, so the rates of change they cause add:

d⟨X⟩/dt = (1/N) Σ_v Γ g_v.

Here Γg_v is the mean rate at which vacancy v changes the total Σ x_i. All vacancies are statistically alike, so the sum is n times one mean value g:

d⟨X⟩/dt = (n/N) Γ g = c Γ g.

This does not yet prove a scaling law, because g depends on the atoms around the vacancy and hence on its past. The missing step is a separation of times. A vacancy entering a region makes a burst of jumps there, some of them returns to sites just left, and then wanders off. In three dimensions the probability that an undisturbed walker is back at its starting point after m jumps falls as m^(−3/2). The expected number of returns later than M jumps is therefore of order

∫ from M to ∞ of m^(−3/2) dm = 2 M^(−1/2).

Separate visits to a site are of order 1/c jumps apart, so returns that blur one visit into the next are of order c^(1/2) and vanish in the dilute limit. Each visit then acts as one complete event. What happens in it depends on the local order already present, and visits arrive at a rate proportional to cΓ. The history of the order is the same for every small c when it is plotted against the dose

τ = ∫ c Γ dt.

In two dimensions the return probability falls as 1/m and the corresponding integral diverges logarithmically. Visits do not separate in this way, and the argument fails as it stands.

When the dose is small, nearly every vacancy is still working in untouched random alloy. After a short transient g is then constant, so η should rise linearly with τ and the time to a given small η should vary as 1/c. At larger doses vacancies revisit material that is already partly ordered, so g changes, and it must reach zero in equilibrium. Linearity is lost, but the dependence on τ alone remains. In the present model at 800 K the linear range ends near τ ≈ 0.02, where η/τ is about 1.75; by τ = 0.25 the ratio has fallen to about 1.0.

**The conversion**

Box and crystal have the same order when their doses agree. With one vacancy in the box, c_sim = 1/N. If the crystal has a steady fraction c_eq,

c_sim Γ t_K = c_eq Γ t.

Γ cancels because both sides use the same jump rates at the same temperature:

t = t_K c_sim/c_eq = t_K/(N c_eq).

An error in Γ still passes into t through t_K. If c_eq changes as the alloy orders, the equality holds for each small interval:

dt = dt_K/(N c_eq(state)).

In a running simulation each step then adds 1/(W N c_eq) to the physical clock.

A box containing different environments needs one more argument. Let environment α have N_α sites and equilibrium vacancy fraction c_α. If the vacancy crosses the box many times before the environments change, it divides its time among them in equilibrium proportions, so its fraction in each is λ c_α with a common λ. One vacancy in total requires

λ Σ_α N_α c_α = 1, hence λ = 1/(N c̄), where c̄ = Σ_α N_α c_α/N.

The factor λ = c_sim/c_eq is therefore the same whichever environment is used to measure it, provided both fractions refer to that environment. Dividing the box average 1/N by the equilibrium fraction of a single phase would mix two environments and give a wrong clock.

**Separating dilution from box size**

With one vacancy per box, changing N changes two things at once: the vacancy fraction and the size of the periodic cell. The conversion corrects the first. The doses at which η reaches 0.25, with standard errors, are

N = 54: 0.137 ± 0.003
N = 250: 0.217 ± 0.005
N = 686: 0.253 ± 0.006
N = 2000: 0.250 ± 0.005
N = 3456: 0.262 ± 0.006.

The three largest boxes agree within 5 %. The tests required 686 against 2000 sites, and 2000 against 3456, to agree within 8 %. The remaining differences are below two combined standard errors, so no trend is resolved there. The two smallest boxes order too early, by 48 % and 17 % relative to the largest.

To find out whether the fraction or the cell is to blame, eight vacancies were placed in 2000 sites. This gives c = 1/250, the same as one vacancy in 250 sites. In these runs neighbouring vacancies have no ε0 binding. The dose at the goal was 0.253 ± 0.006. Two comparisons follow.

In the 2000-site cell, going from one vacancy to eight changes the dose by +1.3 %, less than its statistical uncertainty of about 3 %. The raw time falls by a factor 7.9, where the scaling predicts 8.

At the fixed fraction 1/250, going from 2000 sites to 250 changes the dose by −14 %.

The early ordering of the 250-site box is thus an effect of its size, not of its vacancy fraction. How the small cell speeds up the ordering was not isolated. Ordered regions that meet their own periodic images are one candidate. A random start at fixed composition also has η of about 1/N instead of zero, 0.018 for 54 sites, but this accounts for only a small part of the shortfall. No change of clock repairs this. The 54-site box would predict an ordering time about half that of the largest one, although its conversion factor is formally correct.

The practical rule for this temperature and goal is to use at least about 700 sites if errors of several per cent are acceptable. A higher goal needs a new size check, because ordered regions grow. Below the ordering temperature they eventually reach the size of any box, and from then on the simulated growth of order no longer represents that in a large crystal, even if the final equilibrium value of η does.

The integral form of the dose was tested by changing the vacancy number during a run. Eight vacancies acted in 2000 sites up to a mean dose of 0.129. Seven were then filled with atoms and one continued. The goal was reached at a total dose of 0.256 ± 0.007, against 0.250 ± 0.005 with one vacancy throughout. The raw clock slowed by a factor of eight midway, and the dose did not notice.

**The equilibrium vacancy fraction**

The conversion is only as good as c_eq. Suppose sinks such as dislocations exchange atoms with the lattice freely. Both species then have a chemical potential, and the symmetry of the model at equal composition makes the two equal, μ_A = μ_B = μ. At negligible pressure μ is the free energy per atom. Each site owns four bonds, so

μ = 4ε0 + f,

where f is the ordering part, including the entropy of arranging A and B.

Fix the surroundings of one site, with neighbour sum h. An atom s there has the weight exp[−β(8ε0 + J s h − μ)]. Summed over s = ±1 this gives

exp[−β(8ε0 − μ)] 2 cosh(Kh).

An empty site has weight exp(S_f/k), where S_f is the vibrational entropy of forming a vacancy. For dilute vacancies the fraction is the ratio of the two weights, averaged over the surroundings found in the vacancy-free alloy:

c_eq = exp(S_f/k) exp[β(8ε0 − μ)] ⟨1/(2 cosh Kh)⟩.

Inserting μ gives 8ε0 − μ = 4ε0 − f. With the formation energy E_f = −4ε0,

c_eq = exp(S_f/k − E_f/kT) A, A = exp(−βf) ⟨1/(2 cosh Kh)⟩.

For J = 0, f = −kT ln 2, so the first factor of A is 2, the second is 1/2, and A = 1. In perfect order f = −4J and |h| = 8, so A tends to exp(4K − 8K) = exp(−4K). The formation energy has risen by 4J, because ordered bonds are harder to break.

The free energy follows from ∂(βf)/∂β = ordering energy per atom. In units of J that energy is u = −4η, since there are four bonds per site, so at fixed J

βf = −ln 2 + ∫ from 0 to K of u dK′.

Two tests support these formulas. On a ring of 12 atoms with K = 0.5, inserting one empty site multiplies the sum over spin states by 0.88673 when all states are enumerated, while the ring version of A gives 0.88674. For strong order, a single wrong atom reverses eight bonds at a cost of 2J each, so βf ≈ −4K − exp(−16K). At K = 0.48957 this is −1.9587, and the integral over sampled energies gives −1.9584.

At 800 K the sampled alloy has η = 0.73 in equilibrium, βf = −0.840 and ⟨1/(2 cosh Kh)⟩ = 0.255. Hence

A = exp(0.840) × 0.255 = 0.59.

The anneal starts from a random alloy, whose arrangement is frozen until vacancies pass. An atom moved from site i to a sink loses the energy 8ε0 + J s_i h_i and gains on average 4ε0, because the ordering energy of random bonds averages to zero. There is no configurational entropy term, as the arrangement is given. Averaging exp(β J s_i h_i) over eight independent neighbours gives

A_random = [½(e^K + e^(−K))]^8 = cosh(K)^8 = 1.16.

This is a high estimate. It holds for atoms taken directly from a frozen arrangement, whereas a vacancy that arrives by jumps has moved atoms on its way and does not sample the sites with these weights. The bonds missing around a randomly placed vacancy have zero mean ordering energy, which suggests a factor nearer 1.

**A worked anneal**

The start is an ideal random alloy with η = 0. An alloy quenched from above its ordering temperature is not quite that, because it keeps short-range order. In this model η is already about 0.20 in equilibrium at 1100 K, and from there the dose to η = 0.25 at 800 K is only 0.07 to 0.08. The times below belong to the random start and are too long for such a quenched alloy. The inputs are rough typical values for equiatomic Fe-Co annealed at 800 K: E_f = 1.7 eV, S_f = 2k, E_m = 0.9 eV, ν = 10¹³ s⁻¹ and a = 0.286 nm. With kT = 0.0689 eV,

exp(S_f/k − E_f/kT) = 1.44 × 10⁻¹⁰
c_eq = 0.591 × 1.44 × 10⁻¹⁰ = 8.5 × 10⁻¹¹
Γ = 2.14 × 10⁷ s⁻¹.

The largest box reaches η = 0.25 at t_K = 906/Γ = 42.4 μs. The clock factor is

c_sim/c_eq = 2.894 × 10⁻⁴/(8.52 × 10⁻¹¹) = 3.4 × 10⁶,

and therefore

t = 42.4 μs × 3.4 × 10⁶ ≈ 144 s, or 2.4 min.

The dose of 0.26 corresponds to roughly 8 × 0.26 ≈ 2 unhindered exchanges per site. Partial order needs few jumps per atom, and the long time comes from the scarcity of vacancies.

This figure uses the vacancy fraction of the fully equilibrated alloy. With the frozen-alloy estimate, 1.68 × 10⁻¹⁰, the time is 73 s, and with A = 1 it is 85 s. The anneal starts at that end, and η = 0.25 is far from the final 0.73, so the early part of the clock runs nearer the faster rate. The fraction in intermediate states was not calculated, so these times indicate the size of the drift and are not proven bounds. Up to a factor of two is at stake, far more than the few per cent left by box size.

**When the vacancies are not in equilibrium**

For undisturbed jumps, eight neighbours at distance √3 a/2 give the diffusivity

D = (1/6) × 8Γ × (3/4)a² = a²Γ.

During the ordering time a vacancy would travel

√(6Dt) = a √(6τ/c_eq) ≈ 39 μm.

With sinks 1 μm apart it is absorbed and replaced long before that, which supports the use of an equilibrium fraction for most of the anneal.

The quench, however, leaves an excess. At 1100 K the same formula, with the random-alloy factor, gives c_q = 1.3 × 10⁻⁷, about a thousand times the value at 800 K. The short-range order present at 1100 K lowers this by roughly 14 %, which is neglected here. Suppose all of these survive the quench and then diffuse to two parallel sinks a distance d apart. Let w(x) be the excess fraction integrated over time. Integrating the diffusion equation from the initial value c_q to zero gives

D w″ = −c_q, w(0) = w(d) = 0,

with the solution w = c_q x(d − x)/(2D). The mean of x(d − x) over the slab is d²/2 − d²/3 = d²/6, so the mean of w is c_q d²/(12D). Multiplying by Γ and using D = a²Γ,

τ_q = c_q d²/(12a²) = 0.13 for d = 1 μm.

This is half the dose needed from a random start. At 800 K it is delivered within a time of order d²/(12D) ≈ 0.05 s. If the start were random, equilibrium vacancies would supply the remaining 0.13, and the estimate of 144 s would drop to about 70 s. However, a quench in which few vacancies reach the sinks has a total ∫ D dt far below d²/12, so the dose it gives is far below τ_q. At d = 1 μm the short-range order of 1100 K is then nearly kept, and a dose of only about 0.07 is needed. If the sample is also heated to 800 K within hundredths of a second, the excess alone can bring the mean order to η = 0.25 in a fraction of a second. With slower heating much of the excess acts at lower temperatures on the way. Midway between the sinks the excess dose is 1.5 times its mean, so the order would also be uneven.

Because τ_q grows as d², the conclusion depends strongly on the microstructure. For the random start, the excess supplies about 5 % of the dose at d = 0.3 μm, and above about 1.4 μm its mean exceeds the whole requirement. For a start with the order of 1100 K, this happens already above roughly 0.75 μm. These spacings compare mean doses. Because the dose is uneven and η rises ever more slowly with τ, the mean order there is still slightly short of the goal, about 0.24, and it reaches 0.25 at somewhat larger d. An equilibrium clock then misses the main process. These figures are limits for a very fast quench. At 1100 K the time d²/(12D) is only 1.4 ms for d = 1 μm, while cooling by 100 K at 10⁴ K/s takes 10 ms. Most of the excess is then lost on the way down, and the alloy orders further during the quench. At this sink spacing, with D = a²Γ and sinks that hold the equilibrium fraction of the current temperature, roughly 60 % of the vacancies survive cooling at 10⁵ K/s and nearly 90 % at 10⁶ K/s. The mean dose given during the quench itself is about 0.08 at 10⁵ K/s, as large as the remaining need, and about 0.01 at 10⁶ K/s, so only the faster quench keeps the order of 1100 K. Slower vacancy diffusion, for example through back-jumps in ordered regions, would let more of them survive at a given cooling rate and would increase τ_q. In this model at 800 K the vacancy diffusivity is about 0.8 to 0.9 a²Γ while η is below about 0.3, and only about 0.16 a²Γ in the equilibrium order.

**How far the numbers reach**

Real Fe-Co orders on cooling through roughly 1000 K. The model's long-range order passes one half between 914 and 985 K in a finite cell, so J is in the right range. The real alloy is ferromagnetic at the annealing temperature, and its vacancy energies depend on magnetism, local composition and order in ways that one pair energy cannot represent. An error of 0.1 eV in E_f + E_m changes the time by a factor exp(0.1 eV/kT) = 4.3, so the predicted minutes are an order of magnitude. The jump rule matters as well: with the rate Γ min[1, exp(−ΔE/kT)], which has the same equilibrium, the dose at the goal in a box of 686 sites rises from about 0.25 to about 0.45. Vacancy pairs matter much less: with the bond model's binding energy E_f/4, their share at equilibrium is about 3 × 10⁻⁷.

For a real anneal of quenched material, the assumption of an equilibrium vacancy population must be checked against the quench and the sink spacing. The simulation must also start from the short-range order that the quench leaves. At a fixed annealing temperature the dose remains usable if that assumption fails: c_eq is replaced by the actual c(t), and the physical time is the one at which ∫ cΓ dt reaches the simulated value. The numerical output below gives most of the individual values.

Table of computed values

```
Anneal temperature: 800 K; kT = 0.06894 eV
Ordering energy J: 13.5 meV; K = J/kT = 0.1958
Formation energy: 1.7 eV; formation entropy: 2.0 k
Migration energy: 0.9 eV; attempt frequency: 1.0e+13 1/s
Lattice constant: 0.286 nm; goal bond order: 0.25
16-site box, mean energy/kT: KMC -7.942, exact -7.950
One vacancy: sites, dose at goal, std error, raw time*Gamma, off largest box
  N =    54: 0.1366  0.0025  7.4  -47.9 %
  N =   250: 0.2170  0.0049  54.2  -17.2 %
  N =   686: 0.2525  0.0058  173.2  -3.7 %
  N =  2000: 0.2500  0.0048  499.9  -4.7 %
  N =  3456: 0.2622  0.0058  906.1  +0.0 %
Exponent of raw time against N (three largest boxes): 1.019
Eight vacancies, N = 2000: dose 0.2533, error 0.0055
Raw time, one vacancy / eight vacancies: 7.89
Dose change, 8 in 2000 -> 1 in 250 (box size): -14.3 %
Dose change, 1 -> 8 in 2000 (fraction): +1.3 %
Eight then one vacancy: switch at mean dose 0.1294
  dose at goal 0.2560, error 0.0066
Ring vacancy weight: direct 0.88673, formula 0.88674
f/kT at K = 0.490: integral -1.9584, limit -1.9587
Long-range order passes 0.5 between 914 and 985 K
Equilibrium at anneal: bond order 0.728, long-range 0.838
f/kT at anneal: -0.8401; mean 1/(2cosh): 0.2550
Factor A: equilibrium 0.591, frozen random 1.165
exp(S_f/k - E_f/kT): 1.442e-10
Vacancy fraction: equilibrium 8.521e-11, random alloy 1.680e-10
Simulated vacancy fraction, N = 3456: 2.894e-04
Jump rate Gamma: 2.139e+07 1/s
Raw KMC time at goal, N = 3456: 42.36 microseconds
Clock factor c_sim/c_eq: 3.396e+06
Physical ordering time: 143.8 s = 2.40 min
Same with random-alloy vacancy fraction: 73.0 s
Time factor for 0.1 eV activation error: 4.27
Share of vacancies in pairs (bond model): 3.2e-07
Vacancy travel in ordering time: 38.9 um
Sink spacing: 1.0 um; lifetime*D/d^2: 0.08333
Vacancy fraction before quench, 1100 K: 1.30e-07
Dose from quenched-in vacancies: 0.133
  as a share of the dose at goal: 0.51
```
